# Equivalent Donor Density of a Linearly Graded Polar Layer

## Problem

An undoped polar semiconductor layer occupies $0<z<L$, where $z$ is the growth direction and $L=100$ nm. Its composition is graded so that the polarization component along $z$ falls linearly,

$$
P(z)=P_0-\Delta P\,\frac{z}{L},\qquad \Delta P=0.027\ \text{C/m}^2 .
$$

Here $P$ is the sum of the spontaneous and piezoelectric polarizations at zero electric field. The additional polarization induced by a field is described by the permittivity $\varepsilon$, so that the displacement is $D=\varepsilon E+P$. All quantities vary along $z$ alone.

(a) Find the bound charge density in the layer, starting from the definition of polarization as dipole moment per volume.

(b) Calculate the density $N$ of fully ionized donors that would produce the same charge density. Find also the corresponding density per area, and compare the graded layer with an abrupt junction that has the same $\Delta P$.

(c) Suppose that all mobile electrons have been removed and that the field vanishes at $z=0$. Find the potential drop across the layer for $\varepsilon=10\,\varepsilon_0$.

(d) Now let electrons fill the layer in thermal equilibrium at 300 K. The conduction band edge rises linearly by $\Delta_c=0.5$ eV from $z=0$ to $z=L$ because of the grading, and the effective mass is 0.2 electron masses throughout. The electrons are confined to the layer and the field vanishes at both ends. Where does the electron density equal $N$?

(e) How does the answer change if the polarization has the same end values but follows

$$
P=P_0-\Delta P\,[\,s+b\,s(1-s)\,],\qquad s=\frac zL,\qquad b=0.2\,?
$$

The permittivity, mass, band-edge rise and temperature are round model parameters and do not represent a particular material.

## Solution

### (a) The bound charge

Divide the layer into thin cells of thickness $a$ and area $A$, and let the polarization be uniform within each cell, with value $P_j$ in cell $j$. The dipole moment of the cell is polarization times volume, $P_jAa$. The same moment is produced by a charge $+Q_j$ on the upper face and $-Q_j$ on the lower face, separated by $a$:

$$
Q_ja=P_jAa\quad\Longrightarrow\quad \frac{Q_j}{A}=P_j .
$$

The plane between cell $j$ and the next cell above it therefore receives two contributions: $+P_j$ from the upper face of the cell below, and $-P_{j+1}$ from the lower face of the cell above. Its charge per area is

$$
\sigma_j=P_j-P_{j+1}.
$$

There is one such plane per thickness $a$. The average charge per volume is

$$
\rho=\frac{\sigma_j}{a}=-\frac{P_{j+1}-P_j}{a}\;\longrightarrow\;-\frac{dP}{dz}
$$

as the cells are made thin. A uniform polarization gives no charge inside the layer, because the two contributions on each plane cancel.

For the linear grade, $dP/dz=-\Delta P/L$, and hence

$$
\rho=\frac{\Delta P}{L}.
$$

The constant $P_0$ has dropped out, so neither the size nor the sign of the polarization itself matters. What matters is how it changes. A polarization that falls along $+z$ leaves positive charge. If it rises along $+z$ instead, the charge is negative and the layer is equivalent to one with ionized acceptors.

This charge is not a net charge of the whole crystal. Suppose that the material below the layer has uniform polarization $P_0$, and that the material above it has uniform polarization $P_0-\Delta P$. By the same face rule, the lower surface of the crystal carries $-P_0$ per area and the upper surface carries $P_0-\Delta P$. Adding the charge in the graded layer gives

$$
-P_0+(P_0-\Delta P)+\Delta P=0 .
$$

The grade thus supplies a fixed positive background, but no electrons. These must come from elsewhere, for instance from surface states or contacts.

### (b) The equivalent donor density

Fully ionized donors of density $N$, each with charge $+e$, have charge density $eN$. Setting this equal to the bound charge density gives

$$
eN=\frac{\Delta P}{L}\quad\Longrightarrow\quad N=\frac{\Delta P}{eL}.
$$

With $L=100\ \text{nm}=10^{-7}$ m, the charge density is

$$
\rho=\frac{0.027\ \text{C/m}^2}{10^{-7}\ \text{m}}=2.70\times10^{5}\ \text{C/m}^3 ,
$$

and division by the elementary charge gives

$$
N=\frac{2.70\times10^{5}\ \text{C/m}^3}{1.602\times10^{-19}\ \text{C}}
=1.685\times10^{24}\ \text{m}^{-3}.
$$

One cubic metre contains $10^6$ cubic centimetres, so

$$
N=1.685\times10^{18}\ \text{cm}^{-3}\approx1.7\times10^{18}\ \text{cm}^{-3}.
$$

Two digits are appropriate, since $\Delta P$ is given to two. The further digits are kept below for comparing calculations within the model. At fixed $L$, a relative error in $\Delta P$ produces the same relative error in $N$: a change of $0.001\ \text{C/m}^2$ in $\Delta P$ would change $N$ by $0.001/0.027$, or about 4% of its value.

The density per area is obtained by multiplying by the thickness:

$$
NL=\frac{\Delta P}{e}=1.685\times10^{13}\ \text{cm}^{-2}.
$$

As a check of units, $L=10^{-5}$ cm, and $1.685\times10^{18}\ \text{cm}^{-3}\times10^{-5}\ \text{cm}$ gives the same number.

The thickness has cancelled from $NL$. Spreading a fixed polarization change over twice the distance halves the volume density and leaves the charge per area unchanged. In the opposite limit, $L\to0$, the volume density grows without bound while $NL$ stays fixed. This is the abrupt junction: all the bound charge lies in one plane, and electrons attracted to it can form a two-dimensional electron gas. The graded layer instead offers its electrons a background 100 nm thick, and they form a three-dimensional slab. The equality of the two bound charges per area does not by itself make the electron densities per area equal, since those depend also on the surfaces and contacts.

The word "equivalent" refers to the charge density in Poisson's equation. An isolated donor atom has a bound electron state, which may be occupied at low temperature. At donor densities as high as the present $N$, the states of neighbouring donors can overlap so strongly that the electrons stay mobile even then. The expression for $N$ contains no bound state and no ionization factor at any density. Temperature can enter through $\Delta P$ itself, which must be the value for the actual temperature and strain of the layer. If the strain relaxes, the piezoelectric part of $\Delta P$ changes and $N$ changes with it.

### (c) The layer without electrons

With no free charge, Gauss's law reads $dD/dz=0$. Insert $D=\varepsilon E+P$ with constant $\varepsilon$:

$$
\varepsilon\frac{dE}{dz}=-\frac{dP}{dz}=\frac{\Delta P}{L}=eN .
$$

This is the equation for a depleted layer with donor density $N$. Since $E(0)=0$, integration gives

$$
E(z)=\frac{eN}{\varepsilon}\,z .
$$

The field points upward and the potential falls along $z$. The drop is

$$
\phi(0)-\phi(L)=\int_0^L E\,dz=\frac{eNL^2}{2\varepsilon}=\frac{\Delta P\,L}{2\varepsilon},
$$

where the last form follows from $eNL=\Delta P$. With $\varepsilon_0=8.854\times10^{-12}$ F/m,

$$
\phi(0)-\phi(L)=\frac{0.027\times10^{-7}}{2\times10\times8.854\times10^{-12}}\ \text{V}=15.25\ \text{V}.
$$

The same value, 15.25 V, results from cutting the layer into dipole cells and adding the fields of all the charged planes. That sum uses the face charges of part (a) and no donor density, so it tests the equivalence.

The value belongs to the stated boundary condition. If the field vanished at the middle of the layer instead, the potential would fall from the middle toward each end by $eN(L/2)^2/(2\varepsilon)$, a quarter of the value above, and the two ends would be at the same potential.

The result also shows how much of the layer a moderate voltage can empty. In the depletion approximation, a region of thickness $w$ is free of electrons and the field vanishes at its inner edge. The drop across it is $V=eNw^2/(2\varepsilon)$. Dividing by the expression for the full layer gives

$$
\frac{V}{15.25\ \text{V}}=\frac{w^2}{L^2}\quad\Longrightarrow\quad w=L\sqrt{\frac{V}{15.25\ \text{V}}}.
$$

For $V=1$ V this is about 26 nm. The weak interior field found in part (d) would change this width by less than 2 nm. A contact that produces such a drop would empty roughly a quarter of the layer. The electron density per area would then be smaller than $NL$ by about the same fraction, although $N$ is unchanged.

Emptying the whole layer is an idealization. The field at $z=L$ would be $\Delta P/\varepsilon\approx3.0$ MV/cm, which is close to the breakdown field of gallium nitride, and a drop of 15.25 V is several times the band gap of that material, about 3.4 eV, divided by $e$. In a real layer, breakdown or the generation of holes could therefore set in before all the electrons were removed.

### (d) The layer with electrons

**Poisson's equation.** Electrons of density $n$ contribute the free charge density $-en$, so Gauss's law becomes

$$
\frac{d}{dz}(\varepsilon E+P)=-en .
$$

With $E=-d\phi/dz$ and constant $\varepsilon$, moving the polarization term to the right and changing the overall sign gives

$$
\varepsilon\frac{d^2\phi}{dz^2}=\frac{dP}{dz}+en=e(n-N).
$$

**Electron density.** The band edge contains the rise due to grading and the electrostatic energy of an electron:

$$
E_c(z)=\Delta_c\frac zL-e\phi(z)+\text{constant}.
$$

In equilibrium the Fermi level $E_F$ is constant. Define $\eta=(E_F-E_c)/(k_BT)$. For a parabolic band,

$$
n(\eta)=N_c\,\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},
\qquad
N_c=2\left(\frac{m^*k_BT}{2\pi\hbar^2}\right)^{3/2},
$$

where $m^*$ is the effective mass. This treats the electrons as locally three-dimensional and leaves out size quantization.

**The neutral interior.** Try $n=N$. Since $n$ increases steadily with $\eta$, a uniform density requires a uniform $\eta$, and therefore

$$
e\phi=\Delta_c\frac zL+\text{constant}.
$$

This potential is linear, so $d^2\phi/dz^2=0$, and Poisson's equation is satisfied with $n=N$. The band-edge rise does not alter the density, but it does require a field:

$$
E=-\frac{d\phi}{dz}=-\frac{\Delta_c}{eL}
=-\frac{0.5\ \text{V}}{10^{-5}\ \text{cm}}=-50\ \text{kV/cm}.
$$

The electric force on an electron is $-eE=+\Delta_c/L$, directed upward. The band-edge rise by itself pushes electrons downward with force $-\Delta_c/L$. The two cancel, which is why a uniform density can be in equilibrium in a nonzero field.

**The ends.** The interior solution has a nonzero field, whereas the field must vanish at $z=0$ and $z=L$. The mismatch is taken up by regions where $n\ne N$. To find their thickness, let $\eta_N$ be the value for which $n=N$, and write $\eta=\eta_N+u$. For small $u$,

$$
n-N\approx\frac{dn}{d\eta}\,u .
$$

From the definition of $\eta$, $k_BT\,\eta=e\phi-\Delta_cz/L+\text{constant}$. The linear term has no second derivative, so $d^2\phi/dz^2=(k_BT/e)\,d^2u/dz^2$. Poisson's equation becomes

$$
\frac{\varepsilon k_BT}{e}\frac{d^2u}{dz^2}=e\frac{dn}{d\eta}u
\quad\Longrightarrow\quad
\frac{d^2u}{dz^2}=\frac{u}{\lambda^2},
\qquad
\lambda^2=\frac{\varepsilon k_BT}{e^2\,dn/d\eta},
$$

with the derivative taken at $\eta_N$. Evaluating the integral for $n$ numerically gives $\lambda=3.27$ nm. This is about one thirtieth of $L$, so the two end regions are well separated.

The sign of the deviation follows from the boundary condition. At $z=0$, $d\phi/dz=0$, so $k_BT\,du/dz=-\Delta_c/L$. A solution that decays into the layer is $u=u_0e^{-z/\lambda}$, with slope $-u_0/\lambda$ at $z=0$. Hence

$$
u_0=\frac{\lambda\Delta_c}{Lk_BT}.
$$

With $k_BT\approx0.0259$ eV, this is about 0.63. It is positive, so electrons accumulate at the lower end. At the upper end the slope has the same sign, but the decaying solution is $-u_0e^{-(L-z)/\lambda}$, and electrons are missing there. Since $u_0$ is not small compared with one, the linearized theory gives the signs and the decay length, but it is not accurate for the densities at the ends themselves.

**Numerical solution.** The full nonlinear equation was solved starting from $P(z)$, without inserting a donor density in its charge balance. The electron densities are:

- at 0 nm, $2.64\times10^{18}\ \text{cm}^{-3}$;
- at 25 nm, $1.686\times10^{18}\ \text{cm}^{-3}$;
- at 50 and 75 nm, $1.685\times10^{18}\ \text{cm}^{-3}$;
- at 100 nm, $0.96\times10^{18}\ \text{cm}^{-3}$.

Relative to $N$, the density in this model is about 57% high at the lower end and 43% low at the upper end. The fourth digit of the end values in the output depends on the 0.25 nm mesh: in the fine-mesh limit they are $2.638\times10^{18}$ and $0.9562\times10^{18}\ \text{cm}^{-3}$. These end values should not be taken literally. The thermal wavelength of the electrons, $\sqrt{2\pi\hbar^2/(m^*k_BT)}=(2/N_c)^{1/3}$, is about 9.6 nm, which is longer than $\lambda$, so the locally three-dimensional treatment is unreliable near the ends. At a hard wall, for example, the wave functions and hence the true density would vanish, and the displaced electrons can raise the density above $N$ a few nanometres inside, even near the upper end. The middle of the layer is farther from the ends than this wavelength, and there the treatment is suitable. Between 25 and 75 nm it was tested to agree with $N$ within 0.1%. The deviation from $N$ near the lower end decays with a length of 3.27 nm, as the linearized equation predicts. At 25 nm the factor $e^{-z/\lambda}$ is about $5\times10^{-4}$, so a remnant of the accumulation can still affect the fourth digit.

The answer to (d) is therefore that $n$ equals $N$, to a good approximation, in the interior, several lengths $\lambda$ from either end.

**The total.** Integrate Poisson's equation over the whole layer:

$$
\varepsilon\left[\frac{d\phi}{dz}\right]_0^L=e\int_0^L(n-N)\,dz .
$$

The left side vanishes because the field is zero at both ends. Thus $\int_0^L n\,dz=NL$, and the excess at one end equals the deficit at the other. The numerical electron density per area is $1.685\times10^{13}\ \text{cm}^{-2}$, in agreement. If a contact or surface imposes a field at an end, the left side no longer vanishes and the total changes.

**A varying permittivity.** Composition grading may also change $\varepsilon$. Let $\varepsilon$ vary linearly by $\Delta\varepsilon$ across the layer, with constant effective mass. In the interior a uniform density still requires the constant field $E=-\Delta_c/(eL)$, and Gauss's law gives

$$
en=eN-E\frac{d\varepsilon}{dz}=eN+\frac{\Delta_c}{eL}\frac{\Delta\varepsilon}{L}.
$$

Dividing by $eN=\Delta P/L$ gives the relative change

$$
\frac{n-N}{N}=\frac{\Delta\varepsilon\,\Delta_c}{eL\,\Delta P}.
$$

For $\Delta\varepsilon=\varepsilon_0$, a tenth of the model permittivity, this is about 0.2%. The correction is small here because the interior field is weak: $\varepsilon|E|$ is less than 2% of $\Delta P$.

### (e) A curved polarization profile

A linear composition profile gives a linear polarization if $P$ is linear in composition. If $P$ also contains a quadratic term, a linear composition profile leads to the form given in the problem. Differentiate it, using $ds/dz=1/L$ and $d[s(1-s)]/ds=1-2s$:

$$
\frac{dP}{dz}=-\frac{\Delta P}{L}\,[\,1+b(1-2s)\,].
$$

The equivalent donor density now depends on position:

$$
N_{\text{loc}}(s)=-\frac1e\frac{dP}{dz}=N\,[\,1+b(1-2s)\,].
$$

Its average is still $N$, because

$$
\int_0^1(1-2s)\,ds=\left[s-s^2\right]_0^1=0 .
$$

For $b=0.2$ the fixed charge varies from $1.2N$ at the lower end to $0.8N$ at the upper end. At 25 nm, $s=0.25$ and the bracket is $1+0.2\times0.5=1.1$. At 75 nm it is 0.9. Thus

$$
N_{\text{loc}}=1.854\times10^{18}\ \text{cm}^{-3}\ \text{at 25 nm},\qquad
1.517\times10^{18}\ \text{cm}^{-3}\ \text{at 75 nm}.
$$

The mobile electrons follow this profile approximately, since it changes slowly over a distance $\lambda$. They cannot follow it perfectly: a nonuniform density requires a nonuniform $\eta$, and Poisson's equation then gives

$$
n-N_{\text{loc}}=\frac{\varepsilon k_BT}{e^2}\frac{d^2\eta}{dz^2}.
$$

For variations over the length $L$, the right side is reduced by a factor of order $(\lambda/L)^2\approx10^{-3}$, multiplied by a further factor that vanishes with $b$. The numerical densities are $1.854\times10^{18}\ \text{cm}^{-3}$ at 25 nm and $1.516\times10^{18}\ \text{cm}^{-3}$ at 75 nm. The difference in the last digit at 75 nm is compatible with this correction and with the tail of the depleted upper end; the two contributions were not separated. Agreement within 1% was tested between 25 and 75 nm.

The formula for $N_{\text{loc}}$ also shows when the description as a donor-doped layer fails. If $|b|>1$, the bracket changes sign inside the layer. One part then has positive bound charge and the other negative, even though the average is still $N$. The end values of the polarization fix the charge per area; the shape of the grade decides where that charge lies.

The main numerical results are listed in the output below.

## Table of computed values

```
INPUTS
polarization change: 0.027 C/m^2
grade thickness: 100 nm
elementary charge: 1.602177e-19 C
relative permittivity (model): 10
effective mass (model): 0.2 electron masses
temperature (model): 300 K
band-edge rise (model): 0.5 eV
MAIN RESULT
bound charge density: 2.700e+05 C/m^3
equivalent donor density: 1.685e+24 m^-3
equivalent donor density: 1.685e+18 cm^-3
density from dipole cells: 1.685e+18 cm^-3
sheet density: 1.685e+13 cm^-2
FULLY DEPLETED LAYER
potential drop, formula: 15.25 V
potential drop, sum over planes: 15.25 V
LAYER WITH ELECTRONS, LINEAR GRADE
electron density at 0 nm: 2.637e+18 cm^-3
electron density at 25 nm: 1.686e+18 cm^-3
electron density at 50 nm: 1.685e+18 cm^-3
electron density at 75 nm: 1.685e+18 cm^-3
electron density at 100 nm: 9.565e+17 cm^-3
electron sheet density: 1.685e+13 cm^-2
field at the middle: -50.00 kV/cm
screening length, formula: 3.27 nm
decay length, numerical: 3.27 nm
LAYER WITH ELECTRONS, CURVED GRADE
curvature parameter b: 0.2
density at 25 nm, numerical: 1.854e+18 cm^-3
density at 25 nm, local formula: 1.854e+18 cm^-3
density at 50 nm, numerical: 1.685e+18 cm^-3
density at 50 nm, local formula: 1.685e+18 cm^-3
density at 75 nm, numerical: 1.516e+18 cm^-3
density at 75 nm, local formula: 1.517e+18 cm^-3
electron sheet density: 1.685e+13 cm^-2
```
